# Cox-Strack spreading resistance when the layer thickness equals the contact radius

## Problem

A circular metal contact of radius $a$ sits on a semiconductor layer of uniform resistivity $\rho$ and thickness $t$. The layer is much wider than the contact, its free top surface passes no current, and its whole back face is grounded. The contact is an equipotential at voltage $V$ and carries a current $I$ into the layer. On a very thick layer the spreading resistance $R=V/I$ tends to a limit $R_\infty$.

The Cox-Strack formula describes the layer by an expression of the form

$$R(t)=\frac{\rho}{2\pi a}\arctan\frac{c\,t}{a},\qquad(1)$$

where $c$ is a pure number.

(a) Find $c$, and evaluate $R/R_\infty$ for $t=a$.

(b) Decide how closely this value agrees with the solution of Laplace's equation for the same layer.

(c) Put in numbers for a contact of radius 5 µm on a 5 µm n-type silicon layer.

Contact resistivity, which adds a separate term to a measured resistance, is left out until part (c).

## A tempting solution that fails

Start with the semi-infinite body, which can be solved in closed form. Let $z$ be the depth and $r$ the distance from the axis, and introduce coordinates $\zeta\ge 0$ and $0\le\eta\le1$ through

$$r=a\sqrt{(1+\zeta^2)(1-\eta^2)},\qquad z=a\zeta\eta .$$

The surface $\zeta=0$ is the contact disc. The surface $\eta=0$ is the free surface $z=0$, $r\ge a$. Surfaces of constant $\zeta>0$ are half-spheroids of depth $a\zeta$.

Differentiation gives $\partial_\zeta r\,\partial_\eta r+\partial_\zeta z\,\partial_\eta z=-a^2\zeta\eta+a^2\zeta\eta=0$, so the coordinates are orthogonal. Their length factors are

$$h_\zeta=a\sqrt{\frac{\zeta^2+\eta^2}{1+\zeta^2}},\qquad h_\eta=a\sqrt{\frac{\zeta^2+\eta^2}{1-\eta^2}},\qquad h_\psi=r,$$

with $\psi$ the azimuth. For a potential that depends on $\zeta$ alone, Laplace's equation is $\partial_\zeta[(h_\eta h_\psi/h_\zeta)\,\partial_\zeta\phi]=0$. The bracketed factor is $a(1+\zeta^2)$, so $(1+\zeta^2)\,d\phi/d\zeta$ is constant. With $\phi=V$ on the disc and $\phi=0$ at infinity,

$$\phi=V\left(1-\frac{2}{\pi}\arctan\zeta\right).\qquad(2)$$

Since $\phi$ does not depend on $\eta$, no current crosses the free surface, as required.

Far away, at distance $D$, $\zeta\approx D/a$ and $\phi\approx 2Va/(\pi D)$. A current $I$ spreading evenly over a hemisphere has density $I/(2\pi D^2)$ and potential $\rho I/(2\pi D)$. Equating the two gives

$$I=\frac{4aV}{\rho},\qquad R_\infty=\frac{\rho}{4a}.\qquad(3)$$

All of this is sound. The attempt now continues as follows. On the axis $\eta=1$ and $\zeta=z/a$, so the voltage lost between the contact and depth $t$ is $V(2/\pi)\arctan(t/a)$. Division by $I$ from (3) gives

$$R\stackrel{?}{=}\frac{\rho}{2\pi a}\arctan\frac{t}{a}.\qquad(4)$$

This has the form (1) with $c=1$. At $t=a$ the arctangent is $\pi/4$, and the answer would be $R/R_\infty=1/2$.

## Where it goes wrong

Equation (4) is the resistance between the disc and the half-spheroid $\zeta=t/a$. That surface touches the plane $z=t$ on the axis and curves up to the free surface elsewhere. In the semi-infinite solution the plane $z=t$ is not an equipotential: for $t=a$ its potential is $V/2$ on the axis and falls to zero far out. Grounding the plane changes the current pattern, so the semi-infinite current cannot be kept.

The thin layer exposes the fault. When $t\ll a$, current flows straight down beneath nearly all of the contact, and the layer is a column of area $\pi a^2$:

$$R\to\frac{\rho t}{\pi a^2}.\qquad(5)$$

For small argument the arctangent equals its argument, and (4) gives $\rho t/(2\pi a^2)$, half the right value. The factor of two can be traced. From (2), the current density at the centre of the disc is

$$j(0)=\frac{1}{\rho}\,\frac{2V}{\pi a}=\frac{I}{2\pi a^2},$$

where $V=\rho I/(4a)$ was used. This is half the mean density $I/(\pi a^2)$, because in a semi-infinite body the current crowds towards the edge. A thin grounded layer makes the density nearly uniform, and the voltage drop along the axis doubles at the same total current.

## Part (a): the formula and its value

Form (1) has the small-$t$ limit $\rho ct/(2\pi a^2)$. Agreement with (5) requires $c=2$. For large $t$ the arctangent tends to $\pi/2$ for any positive $c$, which reproduces $R_\infty$. Hence

$$R_{CS}=\frac{\rho}{2\pi a}\arctan\frac{2t}{a}=\frac{\rho}{\pi d}\arctan\frac{4t}{d},\qquad d=2a.\qquad(6)$$

Division by (3) gives

$$\frac{R_{CS}}{R_\infty}=\frac{4a}{\rho}\,\frac{\rho}{2\pi a}\arctan\frac{2t}{a}=\frac{2}{\pi}\arctan\frac{2t}{a}.$$

For $t=a$, $\arctan 2=1.10715$ rad, so $R_{CS}=0.1762\,\rho/a$ and

$$\frac{R_{CS}}{R_\infty}=\frac{2}{\pi}\times1.10715=0.705 .$$

The formula therefore gives about 70 percent of the semi-infinite value. Radius and diameter must be kept apart here: a layer as thick as the contact *diameter* has $t=2a$ and a ratio of 0.844.

## Part (b): is 70 percent the resistance of the layer?

Equation (6) was fixed by its two limits. Nothing so far shows that it holds between them. Two bounds enclose the true resistance at $t=a$, and the upper one settles the direction of the formula's error.

**Minimum dissipation.** Let $\mathbf j$ be the true current density and $\mathbf j+\boldsymbol\delta$ another divergence-free one with the same total current and no flow through the free surface. The cross term in the dissipated power is

$$2\int\rho\,\mathbf j\cdot\boldsymbol\delta\,dv=-2\int\nabla\phi\cdot\boldsymbol\delta\,dv=-2\oint\phi\,\boldsymbol\delta\cdot d\mathbf S=0 .$$

It vanishes because $\phi$ is constant on the contact, where $\boldsymbol\delta$ carries no net current, $\phi=0$ on the back, and $\boldsymbol\delta$ has no normal component on the free surface. What remains is the true power $I^2R$ plus the positive term $\int\rho\delta^2dv$. Any allowed trial current thus gives an upper bound on $R$.

**Lower bound.** Turn the part of the layer outside the half-spheroid $\zeta=t/a$ into a perfect grounded conductor. The true layer current, kept inside the spheroid, is an allowed trial current for the new problem and dissipates no more than before. The new resistance, which is (4), is therefore no larger than $R$. The failed answer survives as a bound: $R/R_\infty\ge0.5$ at $t=a$.

**Upper bound.** Let the current leave the contact with uniform density $I/(\pi a^2)$. The corresponding potential, zero at $z=t$, is

$$\phi_u=\frac{\rho I}{\pi a}\int_0^\infty\frac{J_1(ka)J_0(kr)}{k}\,\frac{\sinh k(t-z)}{\cosh kt}\,dk .$$

Its surface flux is $(I/\pi a)\int_0^\infty J_1(ka)J_0(kr)\,dk$, and this integral is $1/a$ under the contact and zero outside. The dissipated power is $I$ times the mean of $\phi_u$ over the disc. The mean of $J_0(kr)$ there is $2J_1(ka)/(ka)$. With $u=ka$,

$$R\le\frac{2\rho}{\pi a}\int_0^\infty\tanh\!\left(\frac{ut}{a}\right)\frac{J_1(u)^2}{u^2}\,du .$$

For $t=a$ this gives $R/R_\infty\le0.694$. The Cox-Strack ratio, 0.705, lies above the bound, so it is too high for an equipotential contact.

**The field solution.** To find the resistance itself, write

$$\phi=\int_0^\infty A(k)\,\frac{\sinh k(t-z)}{\cosh kt}J_0(kr)\,dk,\qquad A(k)=\int_0^a g(s)\cos ks\,ds .$$

The back face is grounded by construction. Two standard integrals are needed:

$$\int_0^\infty\!\cos(ks)J_0(kr)\,dk=\begin{cases}(r^2-s^2)^{-1/2}&s<r\\0&s>r\end{cases}$$

$$\int_0^\infty\!\sin(ks)J_0(kr)\,dk=\begin{cases}0&s<r\\(s^2-r^2)^{-1/2}&s>r\end{cases}$$

The surface current density is $j=(1/\rho)\int_0^\infty kA\,J_0(kr)\,dk$. Integration by parts gives $kA=g(a)\sin ka-\int_0^a g'(s)\sin ks\,ds$. By the second integral, $j=0$ for $r>a$, as required, and under the contact

$$j(r)=\frac1\rho\left[\frac{g(a)}{\sqrt{a^2-r^2}}-\int_r^a\frac{g'(s)\,ds}{\sqrt{s^2-r^2}}\right].$$

Multiply by $2\pi r$ and integrate, using $\int_0^s r\,dr/\sqrt{s^2-r^2}=s$:

$$I=\frac{2\pi}{\rho}\left[a\,g(a)-\int_0^a s\,g'(s)\,ds\right]=\frac{2\pi}{\rho}\int_0^a g(s)\,ds.\qquad(7)$$

It remains to make the contact an equipotential. The condition $\int_0^\infty A\tanh(kt)J_0(kr)\,dk=V$ for $r<a$, with $\tanh=1-(1-\tanh)$ and the first standard integral, becomes

$$\int_0^r\frac{g(s)\,ds}{\sqrt{r^2-s^2}}=V+\int_0^\infty A(k)\,[1-\tanh kt]\,J_0(kr)\,dk .$$

The right side can be put in the same form as the left, because

$$1=\frac2\pi\int_0^r\frac{ds}{\sqrt{r^2-s^2}},\qquad J_0(kr)=\frac2\pi\int_0^r\frac{\cos ks\,ds}{\sqrt{r^2-s^2}} .$$

This type of integral (an Abel transform) determines its integrand uniquely, so the integrands are equal:

$$g(s)=\frac{2V}{\pi}+\frac2\pi\int_0^\infty[1-\tanh kt]\cos(ks)\,A(k)\,dk.\qquad(8)$$

Since $A$ is an integral over $g$, this is a linear integral equation for $g$. Solved numerically for $t=a$, with (7) for the current, it gives

$$R=0.1567\,\frac{\rho}{a},\qquad\frac{R}{R_\infty}=0.627 .$$

This lies between the bounds 0.5 and 0.694. A direct finite-volume solution of Laplace's equation gives 0.6347 with 40 cells per contact radius and 0.6306 with 80. Extrapolated linearly in cell size, it gives 0.6266, in agreement with (8). Relative to the field solution, Cox-Strack is 12.5 percent too high.

**Thick layers.** Here (8) can be solved by hand. Only $k$ up to about $1/t$ matters, so for $t\gg a$ the cosines are close to one and $g$ is nearly constant. With $1-\tanh kt=2/(e^{2kt}+1)$,

$$\int_0^\infty\frac{2\,dk}{e^{2kt}+1}=\frac1t\int_0^\infty\frac{dx}{e^x+1}=\frac{\ln2}{t}.$$

Then $A\approx ag$ and $g=2V/\pi+(2\ln2/\pi)(a/t)\,g$. Since $R=\rho V/(2\pi ag)$, to first order in $a/t$

$$\frac{R}{R_\infty}=1-\frac{2\ln2}{\pi}\frac at=1-0.441\,\frac at .$$

For large $x$, $\arctan x\approx\pi/2-1/x$, so form (1) gives $1-(2/\pi c)(a/t)$. With $c=2$ the coefficient is $1/\pi=0.318$, and the formula approaches $R_\infty$ too quickly. Matching the thick-layer correction would need $c=1/\ln2$, which would spoil the thin limit. One constant cannot serve both ends.

The ratios to $R_\infty$ over a range of thickness are:

| $t/a$ | Cox-Strack | field solution | excess |
|---|---|---|---|
| 0.25 | 0.295 | 0.258 | 14.2 % |
| 0.5 | 0.500 | 0.429 | 16.5 % |
| 1 | 0.705 | 0.627 | 12.5 % |
| 2 | 0.844 | 0.790 | 6.8 % |
| 4 | 0.921 | 0.891 | 3.3 % |
| 10 | 0.968 | 0.956 | 1.3 % |

Among these entries the excess is largest at $t=a/2$. The thin limit is reached slowly: at $t/a=0.03$ the field solution is still 2.6 percent below the column value (5), since some current spreads beyond the contact edge.

## Part (c): a contact on silicon

Take rough typical values for an n-type epitaxial layer: donor density $N=10^{17}$ cm⁻³ and electron mobility $\mu=750$ cm²/Vs. With all donors ionized,

$$\rho=\frac{1}{eN\mu}=\frac{1}{(1.602\times10^{-19})(10^{17})(750)}=0.0832\ \Omega\,\text{cm}.$$

With $a=t=5\times10^{-4}$ cm,

$$R_\infty=\frac{0.0832}{4\times5\times10^{-4}}=41.6\ \Omega,$$

$$R_{CS}=0.7048\times41.6=29.3\ \Omega,\qquad R=0.6267\times41.6=26.1\ \Omega .$$

The formula is high by about 3.3 Ω. This matters if the spreading term is subtracted from a measured resistance to find the contact resistivity. For a silicide on a heavily doped skin, with a contact resistivity of roughly $10^{-7}$ Ω cm², a uniform current would add $10^{-7}/(\pi a^2)=0.13$ Ω. An uneven current adds more, because the mean of $j^2$ over the contact exceeds the square of the mean. A finite-volume solution that includes the skin described below gives about 0.7 percent of the resistance, or some 0.2 Ω. In this geometry the error of the formula is far larger than the quantity sought.

**Comparison with a real contact.** A real device breaks several of the assumptions made above. The effects on $R$ have the following sizes, each taken separately.

- *The back is not a perfect ground.* Let the substrate be deep, with resistivity $\gamma\rho$. Matching potential and current at $z=t$ for each $k$ replaces $\tanh kt$ by $(\gamma+\tanh kt)/(1+\gamma\tanh kt)$. A substrate of $2\times10^{-3}$ Ω cm raises $R$ by 2.0 percent.
- *The skin conducts.* A skin 0.10 µm deep, of the contact's radius and $8\times10^{-4}$ Ω cm, lowers $R$ by about 6 percent in a finite-volume estimate. The skin takes up 2 percent of the thickness, and thinning the layer by that amount would alone lower $R$ by only about 0.9 percent. The rest arises at the contact edge. The layer material beside the skin is still there and gives the current extra room to spread, and some current leaves through the side wall of the skin.
- *Some donors stay neutral.* For a single donor level 45 meV deep at 300 K, with only its spin degeneracy counted, the ionized fraction is 0.96. At fixed mobility this raises $R$ by 3.9 percent. Excited donor states a little above that level are left out, and they are not a small correction: counting the other 1s levels of an isolated phosphorus donor, about 34 and 33 meV deep, lowers the ionized fraction in the same model to about 0.87 and raises $R$ by about 15 percent.
- *Temperature varies.* If the mobility fell as $T^{-2}$, a steep law closer to lightly doped silicon, a rise of 10 K would add 6.8 percent at fixed carrier density. At the present doping, impurity scattering weakens the temperature dependence, so the real change is smaller.

The last two change $\rho$ everywhere in the layer, so they scale all three resistances and leave the ratios 0.705 and 0.627 alone. The first two change the ratio itself.

Ohm's law is a safe assumption here. At 1 mA the contact voltage is 26 mV and the mean field under the contact is 106 V/cm, against about $1.3\times10^4$ V/cm for velocity saturation. The field of the ideal disc diverges at the rim as $(a^2-r^2)^{-1/2}$, but it is still only about 500 V/cm at 23 nm from the rim and reaches the saturation value only within a fraction of a nanometre. The electron mean free path, about 23 nm, is 0.5 percent of the radius. For contacts only tens of nanometres across, it would be comparable with the radius and the present theory would fail.

Self-heating is also small. Consider first the Joule heat alone. If heat leaves through the back alone, held at $T_0$, and the thermal conductivity $\kappa$ is constant, then

$$T-T_0=\frac{V\phi-\phi^2/2}{\rho\kappa}.$$

Indeed, $\nabla^2\phi=0$ gives $\kappa\nabla^2T=-|\nabla\phi|^2/\rho$, the Joule heating balance. The heat flux is proportional to $(V-\phi)\nabla\phi$, which vanishes at the contact and has no normal component on the free surface. The maximum rise, at $\phi=V$, is $V^2/(2\rho\kappa)$. With $\kappa=1.5$ W/(cm K) it is about 2.7 mK. A real silicon substrate warms as well, so the rise is larger. A rough estimate with all the heat entering a deep substrate at the contact, $IV/(4\kappa a)$, gives about 9 mK. Peltier heat at the contact, $\Pi I$, has been left out and is larger: at this doping $\Pi\approx0.2$ V, about eight times $V$. With the back again held at $T_0$ it gives $T-T_0=\pm\Pi\phi/(\rho\kappa)$, some 40 to 50 mK of heating or cooling at the contact according to the current direction. All of these are negligible for $R$.

The remaining digits of these results are in the numerical output.

## Numbers as computed

```
arctan(2) = 1.10715 rad
Cox-Strack at t=a: 0.17621 rho/a
Semi-infinite: 0.25000 rho/a
Semi-infinite from far potential: 0.25000 rho/a
Cox-Strack ratio at t=a: 0.7048
Integral-equation result at t=a: 0.15666 rho/a
Integral-equation ratio at t=a: 0.6267
Grid ratio, 40 cells per radius: 0.6347
Grid ratio, 80 cells per radius: 0.6306
Grid ratio, extrapolated: 0.6266
Lower bound on ratio: 0.5000
Upper bound on ratio: 0.6942
Cox-Strack excess at t=a: 12.5 %
Side wall at 5a instead of 10a: change 2.1e-06
Thin-limit error at t/a=0.03: 2.60 %
Thick coefficient, field: 0.4413
Thick coefficient, Cox-Strack: 0.3183
t/a, Cox-Strack ratio, field ratio, excess in %
 0.25  0.2952  0.2584  14.2
 0.50  0.5000  0.4291  16.5
 1.00  0.7048  0.6267  12.5
 2.00  0.8440  0.7902  6.8
 4.00  0.9208  0.8911  3.3
10.00  0.9682  0.9560  1.3
Radius = 5.0 um; thickness = 5.0 um
Donors = 1.0e+17 cm^-3; mobility = 750 cm2/Vs
Layer resistivity = 0.0832 ohm cm
Semi-infinite resistance = 41.61 ohm
Cox-Strack resistance = 29.33 ohm
Field-solution resistance = 26.08 ohm
Substrate resistivity = 2.0e-03 ohm cm
Substrate effect on R = +2.0 %
Skin depth = 0.10 um
Skin resistivity = 8.0e-04 ohm cm
Skin effect on R (grid estimate) = -5.9 %
Contact resistivity = 1.0e-07 ohm cm2
Contact effect on R (grid estimate) = +0.70 %
Temperature = 300 K
Donor depth = 45 meV; N_c = 2.82e+19 cm^-3
Ionized donor fraction = 0.962
Freeze-out effect on R = +3.9 %
Mobility power of 1/T = 2.0
Effect of +10 K on R = +6.8 %
Current = 1.0 mA; voltage = 26.1 mV
Mean field under contact = 106 V/cm
Velocity-saturation field scale = 1.3e+04 V/cm
Mean free path = 23 nm
Mean free path / radius = 0.0047
Thermal conductivity = 1.5 W/(cm K)
Maximum self-heating = 2.72 mK
```
